# Matrix elements of correlated Gaussians with a global vector, part 3

The task is to find the matrix elements $\langle f'|O|f\rangle=\int f'^{*}\,O f\,d^{3N}x$, with primes marking the bra, between functions of $N$ relative coordinates $\mathbf x_i$,

$$f_{KLM}(u,A;x)=|\mathbf v|^{2K}\,\mathcal Y_{LM}(\mathbf v)\,e^{-\frac12x^TAx},\qquad \mathbf v=\sum_iu_i\mathbf x_i .\tag{1}$$

Here $x^TAx=\sum_{ij}A_{ij}\,\mathbf x_i\cdot\mathbf x_j$, $A$ is real, symmetric and positive definite, $u$ is a real column, and $\mathcal Y_{LM}(\mathbf v)=|\mathbf v|^LY_{LM}(\hat{\mathbf v})$. Under a permutation $x\to\Pi x$,

$$f_{KLM}(u,A;\Pi x)=f_{KLM}(\Pi^Tu,\Pi^TA\Pi;x).\tag{2}$$

Hartree atomic units are used, with $T=-\tfrac12\sum_{ij}\Lambda_{ij}\nabla_i\cdot\nabla_j$. Interparticle distances are $|w^Tx|$; for two electrons $w=(1,0)$, $(0,1)$, $(1,-1)$ give $r_1$, $r_2$, $r_{12}$. Define

$$C=A+A',\quad G_0=\left[\frac{(2\pi)^N}{\det C}\right]^{3/2},\quad q=\tfrac12u^TC^{-1}u,\quad q'=\tfrac12u'^TC^{-1}u',\quad \rho=u'^TC^{-1}u,\tag{3}$$

$$B_{kl}=\frac{4\pi\,(2k+l)!}{2^k\,k!\,(2k+2l+1)!!},\tag{4}$$

$$F(q,q',\rho)=\frac{(2K+L)!\,(2K'+L)!}{B_{KL}B_{K'L}}\sum_{k=0}^{\min(K,K')}B_{kL}\,\frac{q^{K-k}\,q'^{\,K'-k}\,\rho^{2k+L}}{(K-k)!\,(K'-k)!\,(2k+L)!}.\tag{5}$$

Elements vanish unless $L'=L$ and $M'=M$. The results are

$$\langle f'|f\rangle=G_0F.\tag{6}$$

$$\langle f'|T|f\rangle=G_0\,(R+P\,\partial_q+P'\partial_{q'}+Q\,\partial_\rho)F,\tag{7}$$

with $a=A'C^{-1}u$, $a'=AC^{-1}u'$, $R=\tfrac32\operatorname{Tr}(\Lambda AC^{-1}A')$, $P=-\tfrac12a^T\Lambda a$, $P'=-\tfrac12a'^T\Lambda a'$, $Q=a'^T\Lambda a$; and, with $1/\kappa=w^TC^{-1}w$, $\gamma=w^TC^{-1}u$, $\gamma'=w^TC^{-1}u'$, $D=\gamma^2\partial_q+\gamma'^2\partial_{q'}+2\gamma\gamma'\partial_\rho$,

$$\langle f'|V(|w^Tx|)|f\rangle=G_0\sum_{n=0}^{K+K'+L}V_n\,\frac{(-\kappa/2)^n}{(3/2)_n}\,D^nF,\qquad V_n=4\pi\Big(\frac{\kappa}{2\pi}\Big)^{3/2}\!\int_0^\infty\! r^2V(r)\,e^{-\kappa r^2/2}L_n^{(1/2)}\!\big(\tfrac12\kappa r^2\big)\,dr,\tag{8}$$

where $(\alpha)_n=\alpha(\alpha+1)\cdots(\alpha+n-1)$ and $L_n^{(1/2)}$ is an associated Laguerre polynomial, and

$$\Big\langle f'\Big|\frac1{|w^Tx|}\Big|f\Big\rangle=G_0\sqrt{\frac{2\kappa}{\pi}}\sum_n\frac{(-\kappa/2)^nD^nF}{(2n+1)\,n!}=G_0\sqrt{\frac{2\kappa}{\pi}}\int_0^1\!F\big(q-\tfrac12\kappa\gamma^2t^2,\;q'-\tfrac12\kappa\gamma'^2t^2,\;\rho-\kappa\gamma\gamma't^2\big)\,dt.\tag{9}$$

$F$ is differentiated with $q,q',\rho$ independent; the values (3) are inserted afterwards.

The first derivation projects from shifted Gaussians $g(s;A)=\exp(-\tfrac12x^TAx+s^Tx)$, with $\mathbf s_i=\lambda u_i\mathbf e$ and $\mathbf e$ a unit vector:

$$f_{KLM}(u,A)=\frac1{B_{KL}}\int d\mathbf e\;Y_{LM}(\mathbf e)\,\partial_\lambda^{\,2K+L}g(\lambda u\mathbf e;A)\Big|_{\lambda=0}.\tag{11}$$

With $\sigma=s+s'$, $\Phi=\tfrac12\sigma^TC^{-1}\sigma$, $\mathbf z=w^TC^{-1}\sigma$ and $y=A'C^{-1}s-AC^{-1}s'$,

$$\langle g'|g\rangle=G_0\exp\big(\tfrac12\sigma^TC^{-1}\sigma\big).\tag{12}$$

$$\langle g'|\delta(w^Tx-\mathbf r)|g\rangle=G_0e^\Phi\Big(\frac\kappa{2\pi}\Big)^{3/2}e^{-\kappa(\mathbf r-\mathbf z)^2/2}.\tag{13}$$

$$\langle g'|T|g\rangle=\big(R-\tfrac12y^T\Lambda y\big)\,G_0e^\Phi .$$

The Laguerre expansion behind (8) is that of $e^{-\kappa z^2/2}\sinh(\kappa rz)/(\kappa rz)$.

The second derivation averages the product $p$ of the two prefactors with weight $e^{-x^TCx/2}/G_0$; for $L'=L$, $M'=M$ this average is $F$:

$$\langle p\rangle=\delta_{LL'}\delta_{MM'}\frac{(2L+1)!!}{4\pi}\sum_k\frac{N_{KL}N_{K'L}}{N_{kL}}\,\frac{q^{K-k}q'^{\,K'-k}\rho^{2k+L}}{(K-k)!\,(K'-k)!}.\tag{17}$$

Here $N_{kL}=\prod_{j=1}^k2j(2j+2L+1)$. For a Gaussian potential, with $\theta=\beta/(\beta+\kappa)$,

$$\langle f'|e^{-\beta|w^Tx|^2/2}|f\rangle=G_0(1-\theta)^{3/2}F\big(q-\tfrac12\kappa\theta\gamma^2,\;q'-\tfrac12\kappa\theta\gamma'^2,\;\rho-\kappa\theta\gamma\gamma'\big)=G_0(1-\theta)^{3/2}e^{-\kappa\theta D/2}F.\tag{19}$$

The Beta integral used earlier is

$$\int_{-1}^1t^{2k}(1-t^2)^l\,dt=\int_0^1s^{k-1/2}(1-s)^l\,ds=\frac{\Gamma(k+\frac12)\,l!}{\Gamma(k+l+\frac32)}=\frac{2^{l+1}\,l!\,(2k-1)!!}{(2k+2l+1)!!}.$$

## Limits and conditions

For $K=K'=0$, (17) gives $F=(2L+1)!!\,\rho^L/4\pi$, and

$$\langle T\rangle=G_0\frac{(2L+1)!!}{4\pi}\big(R\rho^L+QL\rho^{L-1}\big),\qquad\Big\langle\frac1r\Big\rangle=G_0\frac{(2L+1)!!}{4\pi}\sqrt{\frac{2\kappa}\pi}\sum_{n=0}^L\binom Ln\frac{(-\kappa\gamma\gamma')^n\rho^{L-n}}{2n+1},\tag{20}$$

the sum being the binomial expansion of $\int_0^1(\rho-\kappa\gamma\gamma't^2)^Ldt$. For $L=0$ these are the elements of plain correlated Gaussians times $1/4\pi$, the factor $|Y_{00}|^2$. When $\rho=0$ and $L\ge1$ the overlap vanishes, but the kinetic element need not for $L=1$, through the $Q$ term, and the Coulomb element need not for any $L$, through its $n=L$ term, so a code that divides them by the overlap fails at such points.

For one particle with $u=u'=w=1$, $\rho=1/C$, $\kappa=C$ and $\kappa\gamma\gamma'=1/C$. The ratio of Coulomb element to overlap is $\sqrt{2C/\pi}\int_0^1(1-t^2)^Ldt=\sqrt{2C/\pi}\,2^LL!/(2L+1)!!$, by the Beta integral above with $k=0$. The direct radial integrals are $\int r^{2L+1}e^{-Cr^2/2}dr=2^LL!/C^{L+1}$ and $\int r^{2L+2}e^{-Cr^2/2}dr=(2L+1)!!\sqrt{\pi/2}\,C^{-L-3/2}$, with the same ratio. The decrease with $L$ is the centrifugal effect: the prefactor keeps the particle away from the origin. For a constant potential $\theta=0$, only $V_0=1$ survives and (8) returns the overlap. For the contact interaction, $\delta(\mathbf r)$ is the limit of $(\beta/2\pi)^{3/2}e^{-\beta r^2/2}$ at large $\beta$; since $\beta(1-\theta)\to\kappa$, (19) gives $G_0(\kappa/2\pi)^{3/2}e^{-\kappa D/2}F$, which for one particle is proportional to $(\rho-\kappa\gamma\gamma')^L$ and vanishes for $L>0$, as it must.

Equation (8) needs the $V_n$ to exist for every $n\le K+K'+L$. At the origin $r^2V(r)$ must be integrable, which excludes $1/r^3$ even where the matrix element itself is finite, as it is for one particle with $L\ge1$. At large $r$ the product $r^{2(K+K'+L)+2}\,V(r)\,e^{-\kappa r^2/2}$ must be integrable. When $\rho\gamma\gamma'>0$ all the $D^nF$ have one sign, because the coefficients of $F$ and the numbers $q,q'$ are positive and the powers of $\rho$ have the parity of $L$. The sum in (9) then alternates in sign, as does the sum in (8) for potentials whose moments $V_n$ have one sign, and such sums can lose digits as $K+K'+L$ grows (for one particle with $K=K'=0$ the terms have size $\binom Ln/(2n+1)$, whose largest member grows with $L$ from $L=3$ on, while the alternating sum $2^LL!/(2L+1)!!$ decreases); the integral form of (9), whose integrand is a polynomial of degree $2(K+K'+L)$ in $t$, is then evaluated exactly by Gauss–Legendre quadrature. Formulas written for $\exp(-x^TAx)$ without the factor $\tfrac12$ are obtained by $A\to2A$ and $A'\to2A'$.

## Worked example: a two-electron ion with $Z=3$

The Hamiltonian is $H=T-Z/r_1-Z/r_2+1/r_{12}$ with $Z=3$, a fixed nucleus and $\Lambda=1$, a model of Li$^+$.

### One matrix element

The chosen inputs are $K=K'=1$, $L=1$, $u=(0.2,\,1)$, $u'=(0,\,1)$ and, in bohr$^{-2}$,

$$A=\begin{pmatrix}4&-0.5\\-0.5&1\end{pmatrix},\quad A'=\begin{pmatrix}6&-0.2\\-0.2&0.6\end{pmatrix},\quad C=\begin{pmatrix}10&-0.7\\-0.7&1.6\end{pmatrix}.$$

Electron 1 is held tightly, electron 2 loosely, and the global vectors lie mostly along $\mathbf x_2$. The determinant is $10\times1.6-0.7^2=15.51$ bohr$^{-4}$, and the elements of $C^{-1}$ are $1.6/15.51=0.103159$, $0.7/15.51=0.045132$ and $10/15.51=0.644745$ bohr$^2$. Then $G_0=(4\pi^2/15.51)^{3/2}=4.060896$ bohr$^6$, and in bohr$^2$

$$q=\tfrac12\big(0.2^2\times0.103159+2\times0.2\times0.045132+0.644745\big)=0.333462,$$
$$q'=\tfrac12\times0.644745=0.322373,\qquad\rho=0.2\times0.045132+0.644745=0.653772 .$$

From (4), $B_{01}=4\pi/3=4.188790$ and $B_{11}=4\pi/5=2.513274$. The $k=0$ coefficient in (5) is $(3!)^2B_{01}/B_{11}^2=75/\pi=23.873241$ and the $k=1$ coefficient is $3!/B_{11}=2.387324$. Form (17), with $N_{01}=1$ and $N_{11}=2\times5=10$, gives $\frac3{4\pi}\times100$ and $\frac3{4\pi}\times10$, the same numbers. Thus

$$F=23.873241\,qq'\rho+2.387324\,\rho^3=1.677809+0.667098=2.344907\ \text{bohr}^6,$$

and the overlap is $4.060896\times2.344907=9.522425$ bohr$^{12}$. The derivatives, in bohr$^4$, are $\partial_qF=23.873241\,q'\rho=5.031480$, $\partial_{q'}F=23.873241\,q\rho=5.204563$ and $\partial_\rho F=23.873241\,qq'+3\times2.387324\,\rho^2=5.627505$.

For the kinetic energy, $C^{-1}u=(0.065764,\,0.653772)$ and $C^{-1}u'=(0.045132,\,0.644745)$. Then $a=A'C^{-1}u$ has components $6\times0.065764-0.2\times0.653772=0.263830$ and $-0.2\times0.065764+0.6\times0.653772=0.379110$, and $a'=AC^{-1}u'$ has components $4\times0.045132-0.5\times0.644745=-0.141844$ and $-0.5\times0.045132+0.644745=0.622179$. Hence $P=-\tfrac12(0.263830^2+0.379110^2)=-0.106665$, $P'=-\tfrac12(0.141844^2+0.622179^2)=-0.203613$ and $Q=-0.141844\times0.263830+0.622179\times0.379110=0.198452$, in $E_h$ bohr$^2$. The trace $\tfrac32\operatorname{Tr}(AC^{-1}A')$ gives $R=4.115087\,E_h$. From (7),

$$\langle T\rangle=4.060896\,\big(4.115087\times2.344907-0.106665\times5.031480-0.203613\times5.204563+0.198452\times5.627505\big)=37.23794\ E_h\,\text{bohr}^{12}.$$

For $1/r_2$, $w=(0,1)$ coincides with $u'$, so $\gamma=\rho=0.653772$, $\gamma'=2q'=0.644745$ and $\kappa=1/0.644745=1.551000$ bohr$^{-2}$. The first application of $D$ gives $0.653772^2\times5.031480+0.644745^2\times5.204563+2\times0.653772\times0.644745\times5.627505=9.058231$, and the next two give $D^2F=23.327545$ and $D^3F=30.037498$; $D^4F=0$ because $F$ has degree three. The denominators $(2n+1)\,n!$ are $1,3,10,42$, so

$$\Big\langle\frac1{r_2}\Big\rangle=4.060896\sqrt{\frac{2\times1.551}\pi}\Big[2.344907-\frac{1.551}{2}\frac{9.058231}3+\Big(\frac{1.551}{2}\Big)^2\frac{23.327545}{10}-\Big(\frac{1.551}{2}\Big)^3\frac{30.037498}{42}\Big]=4.328685\ \text{bohr}^{11}.$$

The terms in the bracket alternate in sign, as stated above for $\rho\gamma\gamma'>0$. For $1/r_1$, $\kappa=9.693750$, $\gamma=0.065764$, $\gamma'=0.045132$, and $D^nF=0.065768$, $0.001193$, $0.000010$, giving $22.611639$ bohr$^{11}$; here the corrections to the leading term are small because the global vectors are only weakly correlated with $\mathbf x_1$. For $1/r_{12}$, $\kappa=1.520588$, $\gamma=0.065764-0.653772=-0.588008$, $\gamma'=0.045132-0.644745=-0.599613$, and $D^nF=7.579137$, $16.326210$, $17.578558$, giving $4.730264$ bohr$^{11}$. Direct six-dimensional quadrature reproduces all five elements to the printed digits. The Hamiltonian element is

$$37.237944-3\,(22.611639+4.328685)+4.730264=-38.852764\ E_h\,\text{bohr}^{12},$$

and its ratio to the overlap is $-4.080133\,E_h$. As a ratio of off-diagonal elements this number is not an expectation value and obeys no variational bound.

With the same matrices and $K=K'=0$, (20) gives the overlap $4.060896\times\frac3{4\pi}\times0.653772=0.633811$ bohr$^8$, the kinetic energy $4.060896\times\frac3{4\pi}\,(4.115087\times0.653772+0.198452)=2.800578\ E_h$ bohr$^8$, and $\langle1/r_{12}\rangle=4.060896\times\frac3{4\pi}\sqrt{2\times1.520588/\pi}\,\big(0.653772-\tfrac13\times1.520588\times0.588008\times0.599613\big)=0.453138$ bohr$^7$. The two nuclear terms add up to $\langle1/r_1+1/r_2\rangle=1.971282$ bohr$^7$.

### The $1s2p$ states

A singlet has a symmetric spatial function and a triplet an antisymmetric one, so the basis functions are $(1\pm\Pi)f$ with $\Pi$ the exchange. Because $\Pi$ commutes with $H$ and $(1\pm\Pi)^2=2(1\pm\Pi)$, each element is $2\langle f'|H(1\pm\Pi)|f\rangle$, and by (2) the exchanged term is the same formula with the rows and columns of $A$ and the components of $u$ swapped. The chosen basis has $K=0$, $u=(0,1)$ and the Gaussian $\exp[-\tfrac12(a_1r_1^2+a_2r_2^2+b\,r_{12}^2)]$, that is $A_{11}=a_1+b$, $A_{22}=a_2+b$, $A_{12}=-b$. The exponents are $a_1=0.54\times2.8^i$ and $a_2=0.03\times2.2^j$ bohr$^{-2}$, counted from $i=j=0$, with 12 values of $a_2$ and with 12 values of $a_1$ for $b=0$ and 7 values each for $b=0.4$ and $b=2.0$. This makes $12\times(12+7+7)=312$ functions. They are nearly linearly dependent, and directions in which the normalized overlap matrix has an eigenvalue below $10^{-9}$ are dropped, which leaves 297.

Without $1/r_{12}$ the exact energies are $-\tfrac12Z^2(1+1/n^2)$, where $n$ is the principal quantum number of the outer electron. For $1s2p$ this is $-5.625000\,E_h$ and the basis gives $-5.624944\,E_h$ in both symmetries. For $1s3d$, with $L=2$, it is $-5.000000\,E_h$ and the basis gives $-4.999920\,E_h$. Both lie above the exact values, as the lowest variational state of a given symmetry must. In the non-interacting $1s2p$ state $\langle1/r_{12}\rangle=J\pm K_x$, with the direct integral $J$ and the exchange integral $K_x$ of hydrogenic orbitals. In the multipole expansion $1/r_{12}=\sum_l(r_<^l/r_>^{l+1})P_l$, only $l=0$ contributes to $J$ because the $1s$ density is spherical, and only $l=1$ to $K_x$, where the addition theorem and $|Y_{00}|^2=1/4\pi$ give the angular factor $\frac{4\pi}3\cdot\frac1{4\pi}=\frac13$. Radial quadrature gives $J=0.728395$ and $K_x=0.051212\,E_h$, so $J+K_x=0.779607$ and $J-K_x=0.677183$, and the Gaussian basis gives $0.77962$ and $0.67719\,E_h$.

With the full Hamiltonian the energies are $-4.99321\,E_h$ for $^1P$ and $-5.02764\,E_h$ for $^3P$, both below the ionization threshold $-4.500\,E_h$. They are upper bounds in this basis and are not claimed to be converged in the last digits. The kinetic energies are $4.99323$ and $5.02772\,E_h$. Scaling all lengths of a Coulomb eigenstate by $1/\epsilon$ gives the energy $\epsilon^2\langle T\rangle+\epsilon\langle V\rangle$, stationary at $\epsilon=1$, so $-\langle V\rangle/\langle T\rangle=2$ for the exact state, and both computed ratios are $1.99999$.

In this basis the splitting is $0.03444\,E_h$, or $0.03444\times27.211386=0.937$ eV; it is a difference of two upper bounds, is itself no bound, and its last digits carry the basis error of both levels. First-order perturbation theory in $1/r_{12}$ gives $2K_x=0.10242\,E_h$, about three times larger. The gap between the two is physical. The unperturbed $2p$ orbital sees the full charge $Z$, whereas the $1s$ electron screens one unit of it. An outer electron in the field of charge $Z-1=2$ has the energy $-\tfrac12\cdot2^2/2^2$ relative to the threshold, which puts the state at $-5\,E_h$, between the two computed levels and close to both. The exchange integral of the screened orbital follows in closed form. For a $1s$ radial function $2Z_1^{3/2}re^{-Z_1r}$ and a $2p$ radial function $Z_2^{5/2}r^2e^{-Z_2r/2}/\sqrt{24}$ the product is $\nu r^3e^{-\alpha r}$ with $\nu^2=Z_1^3Z_2^5/6$ and $\alpha=Z_1+Z_2/2$. The $l=1$ term, with the angular factor $\frac13$ and a factor 2 for the two orderings of the radii, gives $K_x=\frac23\nu^2\int_0^\infty t^4e^{-\alpha t}\int_t^\infty re^{-\alpha r}dr\,dt=\frac23\nu^2\int_0^\infty t^4e^{-2\alpha t}\big(\frac t\alpha+\frac1{\alpha^2}\big)dt=\frac23\nu^2\big(\frac{120}{64}+\frac{24}{32}\big)\alpha^{-7}=\frac{7Z_1^3Z_2^5}{24\,\alpha^7}$. For $Z_1=Z_2=3$ this is the $0.051212\,E_h$ found above. For $Z_1=3$, $Z_2=2$ it is $252/16384$, so $2K_x=0.031\,E_h$, close to the computed splitting.

## The numerical check

The numerical check tests the projection (11) and the constants $B_{kl}$ by quadrature on the sphere, the invariance (2) pointwise for a cyclic permutation, the shifted-Gaussian elements (12), (13) and the kinetic element by Gauss–Hermite and one-dimensional quadrature, and the Laguerre expansion against the closed function. It then builds the functions (1) as explicit Cartesian polynomials for $N=2$ and $N=3$ with random $A$, $A'$, $u$, $u'$, $\Lambda$ and $w$, applies $T$ as a second-derivative operator to the ket alone, and integrates in six and nine dimensions. These values are compared with (6), (7), both forms of (9), and (8) for a Yukawa potential; the largest difference, divided by the larger of the element's magnitude and $\sqrt{\langle f|f\rangle\langle f'|f'\rangle}$, is $2.6\times10^{-15}$. The vanishing of elements with $L'\ne L$ or $M'\ne M$ is tested the same way. The polynomial $F$ is coded in the form (5), to which (17) is algebraically equal, and the integral form of (9), which the second derivation reaches directly, is tested separately from the sum. The variational calculation tests the closed forms (20) and the exchange terms against the exact hydrogenic energies, the integrals $J\pm K_x$ and the virial ratio.

## Values computed for the example and the checks

```
largest scaled formula-quadrature error (random tests): 2.6e-15
(a) atomic units; Z=3, K=K'=1, L=1, Lambda=1
A = [[4.0, -0.5], [-0.5, 1.0]] A' = [[6.0, -0.2], [-0.2, 0.6]] bohr^-2
u = [0.2 1. ] u' = [0. 1.]
C = [[10.0, -0.7], [-0.7, 1.6]] bohr^-2, det C = 15.510000 bohr^-4
C^-1 (11 12 21 22) = 0.103159 0.045132 0.045132 0.644745 bohr^2
G0 = 4.060896 bohr^6; B_01 = 4.188790; B_11 = 2.513274
q, q', rho = 0.333462 0.322373 0.653772 bohr^2
F term q^1 q'^1 rho^1: coef 23.873241, value 1.677809 bohr^6
F term q^0 q'^0 rho^3: coef 2.387324, value 0.667098 bohr^6
F = 2.344907 bohr^6; overlap = 9.522425 bohr^12
a = 0.263830 0.379110 ; a' = -0.141844 0.622179
R = 4.115087 Eh; P, P', Q = -0.106665 -0.203613 0.198452 Eh bohr^2
dF/dq, dF/dq', dF/drho = 5.031480 5.204563 5.627505 bohr^4
kinetic = 37.237944 Eh bohr^12
w=[1. 0.]: kappa = 9.693750 bohr^-2; gamma, gamma' = 0.065764 0.045132 bohr^2
  D^nF n=1,2,3 = 0.065768 0.001193 0.000010 bohr^(6+2n)
  <1/|wx|> = 22.611639, quadrature 22.611639 bohr^11
w=[0. 1.]: kappa = 1.551000 bohr^-2; gamma, gamma' = 0.653772 0.644745 bohr^2
  D^nF n=1,2,3 = 9.058231 23.327545 30.037498 bohr^(6+2n)
  <1/|wx|> = 4.328685, quadrature 4.328685 bohr^11
w=[ 1. -1.]: kappa = 1.520588 bohr^-2; gamma, gamma' = -0.588008 -0.599613 bohr^2
  D^nF n=1,2,3 = 7.579137 16.326210 17.578558 bohr^(6+2n)
  <1/|wx|> = 4.730264, quadrature 4.730264 bohr^11
quadrature overlap 9.522425, kinetic 37.237944
H element = -38.852764 Eh bohr^12; H/S = -4.080133 Eh
K=K'=0: S (bohr^8), T (Eh bohr^8), 1/r1+1/r2, 1/r12 (bohr^7) = 0.633811 2.800578 1.971282 0.453138
(b) A=[[a1+b,-b],[-b,a2+b]] bohr^-2, u=(0,1), K=0, functions: 312
a1=0.54*2.8^i (12 for b=0; 7 for b=0.4, 2.0); a2=0.03*2.2^j (12); overlap cut 1e-9
hydrogenic 1s2p: J = 0.728395 Eh, K = 0.051212 Eh, J+K = 0.779607, J-K = 0.677183
1P: kept 297; no 1/r12: E = -5.624944 (exact -5.625000) Eh, <1/r12> = 0.77962 Eh
1P: full E = -4.99321 Eh, <T> = 4.99323 Eh, -V/T = 1.99999
3P: kept 297; no 1/r12: E = -5.624944 (exact -5.625000) Eh, <1/r12> = 0.67719 Eh
3P: full E = -5.02764 Eh, <T> = 5.02772 Eh, -V/T = 1.99999
3D (1s3d), no 1/r12: E = -4.999920 (exact -5.000000) Eh
ionisation threshold = -4.500 Eh; 1 Eh = 27.211386 eV
1P-3P splitting = 0.03444 Eh = 0.937 eV; first-order 2K = 0.10242 Eh
```
